\section*{Closed-orbit actions and bifurcations for hydrogen in an electric field}

\section{Problem}

A highly excited hydrogen atom stands in a uniform electric field. The electron moves classically, and we want the trajectories that leave the nucleus and later return to it. The nucleus is fixed, spin and relativity are left out, and the angular momentum about the field axis is zero. In Hartree atomic units
\begin{equation}
H=\frac{p^2}{2}-\frac1r+Fz ,\qquad F>0 .
\end{equation}
The potential energy of the field rises along $+z$. The closed orbit on the positive $z$ axis is therefore called uphill, the one on the negative axis downhill. One repetition means one return to the nucleus.

Set $\mathbf r=F^{-1/2}\tilde{\mathbf r}$ and $\mathbf p=F^{1/4}\tilde{\mathbf p}$. Each term of $H$ is then $\sqrt F$ times a term without $F$, so for a given launch angle the shape of an orbit depends on the single parameter
\begin{equation}
\varepsilon=\frac{E}{\sqrt F}.
\end{equation}
An action scales as $pr$, hence $S=F^{-1/4}\tilde S$. A time scales as $r/p$, hence $t=F^{-3/4}\tilde t$. Scaled quantities are used below without tildes until the numerical example.

(a) Find the actions of the two axial orbits as functions of $\varepsilon$. (b) Find the energies at which off-axis closed orbits branch from their repetitions. (c) Evaluate both for $F=5\times10^{-8}$ a.u.

\section{First estimate by scaling}

\subsection{Actions}

At large negative $\varepsilon$ the Coulomb force dominates. Without the field, the electron on the axis reaches the distance $1/|\varepsilon|=2\nu^2$, where $\nu=(-2\varepsilon)^{-1/2}$. This radial Kepler motion is
\begin{equation}
x=\nu^2(1-\cos\eta),\qquad dt=\nu^3(1-\cos\eta)\,d\eta,\qquad 0\le\eta\le2\pi ,
\end{equation}
with $x=|z|$. Its momentum is $dx/dt=\sin\eta/[\nu(1-\cos\eta)]$, so its action is
\begin{equation}
\int p^2dt=\nu\int_0^{2\pi}\frac{\sin^2\eta}{1-\cos\eta}\,d\eta
=\nu\int_0^{2\pi}(1+\cos\eta)\,d\eta=2\pi\nu .
\end{equation}

The field adds the potential $\sigma x$, with $\sigma=+1$ uphill and $\sigma=-1$ downhill. Since $p=\sqrt{2(\varepsilon-V)}$, a small change of $V$ at fixed energy changes $p$ by $-\delta V/p$, and $dx/p=dt$. To first order
\begin{equation}
\delta S=-\sigma\int x\,dt=-\sigma\nu^5\int_0^{2\pi}(1-\cos\eta)^2d\eta=-3\pi\sigma\nu^5 .
\end{equation}
With $\nu^4=1/(4\varepsilon^2)$ this gives
\begin{equation}
S\simeq2\pi\nu\left(1-\frac{3\sigma}{8\varepsilon^2}\right).
\label{eq:Sest}
\end{equation}
The uphill orbit is shorter and has the smaller action.

\subsection{When does an off-axis orbit close?}

Zero angular momentum about $z$ keeps the motion in a plane through the axis. In that plane let
\begin{equation}
\rho=uv,\qquad z=\tfrac12(u^2-v^2),\qquad r=\tfrac12(u^2+v^2),
\end{equation}
where $\rho$ may have either sign. Differentiation gives $\dot\rho^2+\dot z^2=(u^2+v^2)(\dot u^2+\dot v^2)$. The momentum conjugate to $u$ is $p_u=(u^2+v^2)\dot u$, and likewise for $v$. A regularized time $\tau$ defined by $dt=(u^2+v^2)d\tau$ makes $p_u=du/d\tau$ and $p_v=dv/d\tau$. Multiplying the energy equation by $u^2+v^2=2r$ turns $-1/r$ into $-2$ and $z$ into $(u^4-v^4)/2$. The result separates:
\begin{align}
\tfrac12p_u^2-\varepsilon u^2+\tfrac12u^4&=c_1,\\
\tfrac12p_v^2-\varepsilon v^2-\tfrac12v^4&=c_2,\qquad c_1+c_2=2 .
\end{align}
Because of this separation the motion is regular: the bifurcations below are not a sign of chaos.

At the nucleus $u=v=0$, so $c_1=p_u^2/2$ and $c_2=p_v^2/2$ are not negative. Just after launch $u\simeq p_u\tau$ and $v\simeq p_v\tau$, and the launch angle from $+z$ obeys
\begin{equation}
\cos\theta=\frac zr=\frac{p_u^2-p_v^2}{p_u^2+p_v^2}=\frac{c_1-c_2}{2}=c_1-1 .
\label{eq:angle}
\end{equation}
Uphill motion has $c_1=2$, downhill motion $c_2=2$.

A return to the nucleus needs $u=0$ and $v=0$ at the same $\tau$. Each coordinate vanishes once per half period. If $k$ half-cycles of $u$ last as long as $l$ half-cycles of $v$,
\begin{equation}
\frac{T_u}{T_v}=\frac lk ,
\label{eq:res}
\end{equation}
where both periods are measured in $\tau$, not in physical time. With $k$ and $l$ coprime this is the first return.

For $\varepsilon<0$ both coordinates are oscillators of frequency $\Omega=\sqrt{-2\varepsilon}$ with a quartic correction:
\begin{equation}
\frac{d^2q}{d\tau^2}=-\Omega^2q-2\sigma q^3,\qquad \sigma=+1\ (q=u),\quad \sigma=-1\ (q=v).
\end{equation}
Insert $q=A\cos\omega\tau$ and keep the fundamental part $\frac34\cos\omega\tau$ of $\cos^3\omega\tau$. This gives $\omega^2\simeq\Omega^2+\frac32\sigma A^2$. To leading order $A^2=2c/\Omega^2$, so
\begin{equation}
\omega\simeq\Omega\left(1+\frac{3\sigma c}{2\Omega^4}\right)=\Omega\left(1+\frac{3\sigma c}{8\varepsilon^2}\right).
\end{equation}
The ratio follows with $c_1+c_2=2$:
\begin{equation}
\frac{T_u}{T_v}=\frac{\omega_v}{\omega_u}\simeq1-\frac{3(c_1+c_2)}{8\varepsilon^2}=1-\frac{3}{4\varepsilon^2}.
\label{eq:ratioest}
\end{equation}
Equating this to $l/k$ gives the estimate
\begin{equation}
\varepsilon_{\rm est}=-\sqrt{\frac{3}{4(1-l/k)}} .
\label{eq:est}
\end{equation}
The launch angle has dropped out. At this order all orbits of ratio $l/k$ appear at one energy, and the estimate cannot say whether they branch from the uphill or the downhill orbit. It is justified only when $4/\varepsilon^2\ll1$, that is, for ratios very near one: at $l/k=9/10$ it still differs from the exact uphill and downhill energies by 17\% and 9\%.

\section{Exact solution}

\subsection{Actions}

Write either separated momentum as
\begin{equation}
p^2=2c+2\varepsilon q^2-\sigma q^4 ,
\end{equation}
and let $q_t$ be the first turning point. Define $I_n=\int_0^{q_t}q^n\,dq/p$ and $J=\int_0^{q_t}p\,dq$. Writing $p=p^2/p$ gives
\begin{equation}
J=2cI_0+2\varepsilon I_2-\sigma I_4 .
\end{equation}
The product $qp$ vanishes at both ends, and $q\,dp/dq=(2\varepsilon q^2-2\sigma q^4)/p$. Integrating $d(qp)$ therefore yields
\begin{equation}
0=J+2\varepsilon I_2-2\sigma I_4,\qquad\text{so}\qquad \sigma I_4=\tfrac12J+\varepsilon I_2 .
\end{equation}
Substitution gives $\frac32J=2cI_0+\varepsilon I_2$. A half-cycle runs out to $q_t$ and back, so its action is
\begin{equation}
S(c)=2J=\frac{2}{3}\left(4cI_0+2\varepsilon I_2\right).
\label{eq:S}
\end{equation}
On the axis $p_z\,dz$ equals $p_u\,du$ or $p_v\,dv$, so $c=2$ gives the axial actions.

The turning point depends on $\varepsilon$ and $c$, but $p$ vanishes there and its shift does not contribute to the first derivatives:
\begin{equation}
\frac{\partial S}{\partial\varepsilon}=2I_2,\qquad \frac{\partial S}{\partial c}=2I_0=\frac T2 .
\label{eq:deriv}
\end{equation}
Here $2I_2$ is the contribution $\int q^2d\tau$ to the physical time, and $T$ is the full regularized period.

The integrals are complete elliptic integrals
\begin{equation}
K(m)=\int_0^{\pi/2}\!\frac{d\phi}{\sqrt{1-m\sin^2\phi}},\qquad
E(m)=\int_0^{\pi/2}\!\sqrt{1-m\sin^2\phi}\;d\phi .
\end{equation}

For $u$, let $R=\sqrt{\varepsilon^2+2c}$, $a=R+\varepsilon$, $b=R-\varepsilon$. Then $ab=2c$, $a-b=2\varepsilon$ and $p_u^2=(a-u^2)(b+u^2)$. With $u=\sqrt a\cos\phi$ the second factor is $(a+b)(1-m\sin^2\phi)$, where $m=a/(a+b)$. Also $u^2=(a+b)(1-m\sin^2\phi)-b$. Hence
\begin{equation}
I_0=\frac{K}{\sqrt{a+b}},\qquad I_2=\sqrt{a+b}\,E-bI_0 .
\label{eq:up}
\end{equation}

For $v$, let $R=\sqrt{\varepsilon^2-2c}$, $a=-\varepsilon-R$, $b=-\varepsilon+R$. Then $ab=2c$, $a+b=-2\varepsilon$ and $p_v^2=(a-v^2)(b-v^2)$. With $v=\sqrt a\sin\phi$ and $m=a/b$, the second factor is $b(1-m\sin^2\phi)$ and $v^2=b[1-(1-m\sin^2\phi)]$. Hence
\begin{equation}
I_0=\frac{K}{\sqrt b},\qquad I_2=\sqrt b\,(K-E).
\label{eq:down}
\end{equation}

The $v$ motion turns back only below the barrier of $-\varepsilon v^2-v^4/2$, whose top is $\varepsilon^2/2$ at $v^2=-\varepsilon$. This requires $\varepsilon<0$ and $c_2<\varepsilon^2/2$. The downhill orbit has $c_2=2$ and closes only for $\varepsilon<-2$. As $\varepsilon\to-2$ its momentum tends to $p_v=2-v^2$ and its action to
\begin{equation}
2\int_0^{\sqrt2}(2-v^2)\,dv=\frac{8\sqrt2}{3}\simeq3.771 .
\end{equation}
The action stays finite although the return time diverges: the electron slows down without limit near the saddle.

\subsection{Bifurcation energies}

Close to the uphill orbit $v$ is small and obeys $d^2v/d\tau^2=-\Omega^2v$. Trajectories launched from the nucleus at small angles have $v\propto\sin\Omega\tau$. At the $k$th uphill return $\tau=kT_u/2$, and they refocus on the nucleus if $\Omega kT_u/2=l\pi$. This is condition (\ref{eq:res}) with the harmonic period $T_v=2\pi/\Omega$. The downhill case follows by exchanging the roles of $u$ and $v$; there $l$ counts the repetitions.

One function gives all periods. Subtracting $p^2(q_t)=0$ from $p^2(q)$ gives
\begin{equation}
p^2=(q_t^2-q^2)\left[2|\varepsilon|+\sigma(q_t^2+q^2)\right].
\end{equation}
The turning point satisfies $\sigma q_t^2=|\varepsilon|(w-1)$ with $w=\sqrt{1+s}$ and $s=2\sigma c/\varepsilon^2$. Putting $q=q_t\sin\theta$ in $T=4\int_0^{q_t}dq/p$, the square bracket becomes
\begin{equation}
|\varepsilon|\left[2+(w-1)(1+\sin^2\theta)\right]=2|\varepsilon|D,\quad
D=\frac{1+w}{2}\cos^2\theta+w\sin^2\theta .
\end{equation}
Therefore
\begin{equation}
T=\frac{2\pi}{\Omega}B(s),\qquad B(s)=\frac2\pi\int_0^{\pi/2}\frac{d\theta}{\sqrt D}.
\end{equation}
$B$ decreases from infinity at $s\to-1$, through $B(0)=1$, to zero at $s\to\infty$. The two bifurcation conditions are
\begin{equation}
\frac{1}{B(-4/\varepsilon_{\rm d}^2)}=\frac lk\quad\text{(downhill)},\qquad
B(4/\varepsilon_{\rm u}^2)=\frac lk\quad\text{(uphill)} .
\label{eq:bif}
\end{equation}
Both left sides fall from one to zero as the energy rises, the first on $\varepsilon<-2$, the second on $\varepsilon<0$. Every ratio $0<l/k<1$ thus fixes one energy of each kind.

For given $l$, the integers $k>l$ provide ever smaller ratios. Each downhill return therefore bifurcates infinitely often as $\varepsilon\to-2$ from below. The $k$th uphill return has only the $k-1$ values $l=1,\dots,k-1$.

\subsection{The orbit between the two energies}

For a general launch angle
\begin{equation}
\frac{T_u}{T_v}=\frac{B(s_u)}{B(s_v)},\qquad s_u=\frac{2c_1}{\varepsilon^2},\quad s_v=s_u-\frac4{\varepsilon^2}.
\end{equation}
Both arguments grow equally with $c_1$, so the ratio increases if $\ln B$ is strictly convex. It is: $D$ is linear and increasing in $w$, and $w=\sqrt{1+s}$ is concave, so $D$ is concave in $s$ and $D^{-1/2}$ is log-convex. The Cauchy--Schwarz inequality carries this over to the integral:
\begin{equation}
B\!\left(\frac{s+s'}2\right)<\frac2\pi\int_0^{\pi/2}\!D(s)^{-1/4}D(s')^{-1/4}d\theta\le\sqrt{B(s)B(s')} ,\quad s\ne s'.
\end{equation}

At a fixed energy the ratio is thus largest for uphill launch. At $\varepsilon_{\rm d}$ the uphill ratio still exceeds $l/k$, hence $\varepsilon_{\rm d}<\varepsilon_{\rm u}$. Below $\varepsilon_{\rm d}$ every ratio is larger than $l/k$; above $\varepsilon_{\rm u}$ every ratio is smaller. In between, the ratio passes through $l/k$ at one value of $c_1$. For $\varepsilon\ge-2$ the lower end of its range is zero, reached when $c_2\to\varepsilon^2/2$.

One off-axis orbit, up to rotation about $z$, therefore leaves the $l$th downhill return at $\varepsilon_{\rm d}$ and joins the $k$th uphill return at $\varepsilon_{\rm u}$. Its action is
\begin{equation}
S_{l/k}=kS_u(c_1)+lS_v(2-c_1).
\end{equation}
By (\ref{eq:deriv}) its derivative with respect to $c_1$ is $(kT_u-lT_v)/2=0$: closure makes the action stationary.

\section{Numbers and comparison}

\subsection{Axial orbits at $\varepsilon=-2.5$}

For $F=5\times10^{-8}$ a.u. (257.11 V/cm), $\sqrt F=2.236068\times10^{-4}$ a.u. and $E=-5.590\times10^{-4}$ hartree. Uphill, (\ref{eq:up}) gives $m=0.109566$, $I_0=0.638899$ and $I_2=0.220863$. With $c=2$,
\begin{equation}
S_{\rm up}=\tfrac23\,(8\times0.638899-5\times0.220863)=2.67125 .
\end{equation}
Downhill, $R=1.5$, $a=1$, $b=4$ and $m=0.25$, so $I_0=0.842875$, $I_2=0.436576$ and
\begin{equation}
S_{\rm down}=\tfrac23\,(8\times0.842875-5\times0.436576)=3.04008 .
\end{equation}
Direct quadrature of $p_z\,dz$ confirms both. Multiplication by $F^{-1/4}=66.8740$ gives $178.6\,\hbar$ and $203.3\,\hbar$. The return times $2I_2F^{-3/4}$ are 3.20 and 6.32 ps. The downhill electron takes about twice as long, although its action is only 14\% larger. Since $S=\int p^2dt$, the action divided by the return time is the mean of $p^2$; in scaled units it is 3.48 downhill and 6.05 uphill.

The estimate (\ref{eq:Sest}) has $2\pi\nu=2\pi/\sqrt5=2.810$ and a relative correction of $3/(8\times6.25)=0.06$. It gives 2.641 uphill and 2.979 downhill, 1.1\% and 2.0\% below the exact actions.

\subsection{Bifurcations}

The table compares (\ref{eq:est}) with the roots of (\ref{eq:bif}). The actions belong to the repeated axial orbits at their bifurcations.

\begin{center}
\begin{tabular}{cccccc}
$l/k$ & $\varepsilon_{\rm est}$ & $\varepsilon_{\rm d}$ & $lS_{\rm down}$ & $\varepsilon_{\rm u}$ & $kS_{\rm up}$\\
\hline
1/2 & $-1.225$ & $-2.0090$ & 3.734 & $-0.3973$ & 8.681\\
2/3 & $-1.500$ & $-2.0923$ & 7.073 & $-0.7951$ & 11.580\\
3/4 & $-1.732$ & $-2.2204$ & 10.012 & $-1.1129$ & 14.193\\
4/5 & $-1.936$ & $-2.3597$ & 12.696 & $-1.3791$ & 16.635\\
5/6 & $-2.121$ & $-2.4995$ & 15.203 & $-1.6107$ & 18.956
\end{tabular}
\end{center}

In each row the estimate lies between the two exact energies. It misses the splitting, which is large for these ratios (for $5/6$ the estimate is 32\% off the uphill and 15\% off the downhill energy) and which first appears at second order in $1/\varepsilon^2$. To see this, expand $w=1+s/2-s^2/8+\dots$ and put $g=(1+\sin^2\theta)/2$. Then $D=1+(s/2-s^2/8)g$. The angular averages are $\langle g\rangle=3/4$ and $\langle g^2\rangle=19/32$, so
\begin{equation}
B(s)\simeq1-\frac{3s}{16}+\left(\frac3{64}+\frac{57}{1024}\right)s^2
=1-\frac{3s}{16}+\frac{105}{1024}s^2 .
\end{equation}
With $s=\pm4/\varepsilon^2$ the two axial ratios become
\begin{align}
\text{uphill:}\quad \frac{T_u}{T_v}&\simeq1-\frac3{4\varepsilon^2}+\frac{105}{64\varepsilon^4},\\
\text{downhill:}\quad \frac{T_u}{T_v}&\simeq1-\frac3{4\varepsilon^2}-\frac{69}{64\varepsilon^4}.
\end{align}
At $\varepsilon=-2.5$ the first-order value is 0.880 for both. Second order gives 0.922 and 0.852; the exact ratios are 0.909 and 0.833. The sign and most of the size of the splitting are recovered.

Solving for the energy at the same order shifts $\varepsilon^2$ from $\varepsilon_{\rm est}^2$ by $-35/16$ uphill and $+23/16$ downhill. For $5/6$, where $\varepsilon_{\rm est}^2=4.5$, this gives $\varepsilon_{\rm u}\simeq-1.52$ and $\varepsilon_{\rm d}\simeq-2.44$, within 6\% and 3\% of the table. For $1/2$, where $\varepsilon_{\rm est}^2=1.5$, the uphill value of $\varepsilon^2$ would be negative: the expansion has failed, and (\ref{eq:bif}) is needed.

For the ratio 2/3, trajectories launched close to the axis refocus at $\varepsilon=-2.092303$ and $-0.795072$, in agreement with (\ref{eq:bif}). At the chosen field these bifurcations lie at $E=-4.679\times10^{-4}$ and $-1.778\times10^{-4}$ hartree, or $-102.68$ and $-39.02$ cm$^{-1}$.

\subsection{An off-axis orbit above the saddle}

At $\varepsilon=-1.8$ the downhill orbit no longer closes, but the 2/3 orbit does. Its constants are $c_1=0.588573$ and $c_2=1.411427$. The second is below the barrier top $1.8^2/2=1.62$, so $v$ remains bounded although the total energy exceeds the saddle energy. From (\ref{eq:angle}), $\cos\theta=-0.411427$ and $\theta=114.3^\circ$.

The scaled action is 8.14779 and the scaled return time 3.61674, that is $545\,\hbar$ and 26.2 ps. Integration of Newton's equations in Cartesian coordinates brings the electron back to the nucleus with the same time and an action of 8.14779.

This first return does not yet complete a periodic orbit. After three half-cycles $p_u$ has changed sign; after two, $p_v$ has not. The product $\rho=uv$ is therefore negative near the return if it was positive after launch. The electron arrives at the same polar angle on the opposite side of the axis, and a second closure completes the period. It follows the same curve backwards: halfway through the first closure $v=0$ and $p_u=0$, so the electron crosses the axis at right angles and the curve is its own mirror image. Further digits and intermediate values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
field F = 5.000e-08 a.u. = 257.11 V/cm
sqrt(F) = 2.236068e-04 a.u.
F^(-1/4) = 66.8740 a.u.
F^(-3/4) = 2.99070e+05 a.u.
scaled energy = -2.50 (dimensionless)
energy E = -5.590170e-04 hartree
uphill: m = 0.109566, K = 1.616695, E = 1.526843
uphill: I0 = 0.638899, I2 = 0.220863 (scaled)
uphill: scaled action = 2.671249, by quadrature 2.671249
uphill: action = 178.637 hbar
uphill: scaled return time = 0.441726
uphill: return time = 3.1955 ps
downhill: m = 0.250000, K = 1.685750, E = 1.467462
downhill: I0 = 0.842875, I2 = 0.436576 (scaled)
downhill: scaled action = 3.040080, by quadrature 3.040080
downhill: action = 203.302 hbar
downhill: scaled return time = 0.873153
downhill: return time = 6.3165 ps
period ratio at this energy, downhill = 0.833435
period ratio at this energy, uphill = 0.909488
downhill scaled action at saddle = 3.771236
l/k, eps_down, l*S_down, eps_up, k*S_up (scaled units)
1/2  -2.008997  3.73385  -0.397291  8.68120
2/3  -2.092304  7.07299  -0.795071  11.57963
3/4  -2.220354  10.01226  -1.112888  14.19257
4/5  -2.359740  12.69558  -1.379091  16.63538
5/6  -2.499494  15.20261  -1.610670  18.95630
2/3 by shooting: down -2.092303, up -0.795072 (scaled)
2/3 down: E = -4.678533e-04 hartree = -102.682 cm^-1
2/3 up: E = -1.777834e-04 hartree = -39.019 cm^-1
2/3 orbit counts below, inside, above window = [0, 1, 0]
off-axis 2/3 orbit at scaled energy -1.80
c1 = 0.588573, c2 = 1.411427 (scaled)
largest bound c2 = 1.620000 (scaled)
launch angle from +z = 114.295 deg
scaled action = 8.147785, Cartesian 8.147786
scaled return time = 3.616741, Cartesian 3.616741
action = 544.875 hbar
return time = 26.1641 ps
\end{verbatim}
